# Breakdown Statistics of a Chip with Unequal Blocks and Duty Cycles, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the test capacitor to the chip

### 1.1 The error made by averaging

Gate-dielectric lifetime is measured on small capacitors at high constant voltage, but a chip contains large blocks at several lower voltages, each under stress for part of the time. If the blocks are replaced by one block with the average voltage and duty cycle, a small block at raised voltage nearly vanishes from the estimate. If the highest voltage is instead assigned to the whole chip all the time, the estimate can be uselessly severe. For the chip worked out in Section 2.4, these shortcuts give 2.3 and about 1900 failures per million (ppm) in ten years. Summing the blocks correctly gives 7.7 ppm from the same capacitor data.

The correct sum needs a rule for area, a rule for changing voltage, and a rule for combining blocks. They are derived here for a dielectric with one Weibull slope and one voltage exponent throughout the chip.

### 1.2 The constant-voltage law

Failure means the first breakdown spot anywhere in the gate area considered. Let \(F(t)\) be the fraction failed by time \(t\), and \(S(t)=1-F(t)\) the fraction surviving. The cumulative hazard \(H\) and the hazard rate \(h\) are defined by

\[
H(t)=-\ln S(t),\qquad h(t)=\frac{dH}{dt}=-\frac{1}{S}\frac{dS}{dt}.
\]

Thus \(h\,dt\) is the probability that a device still working at \(t\) fails in the next interval \(dt\). When \(H\ll1\), the expansion \(F=1-e^{-H}\approx H\) shows that the cumulative hazard is nearly the failed fraction.

A test capacitor of area \(A_0\), held at constant voltage \(V\), is assumed to follow the Weibull law

\[
F_0(t)=1-\exp\left[-\left(\frac{t}{\tau(V)}\right)^\beta\right],
\qquad
\tau(V)=\tau_0\left(\frac{V_0}{V}\right)^n. \tag{1}
\]

Here \(V\) is the magnitude of the gate voltage, \(V_0\) is the test voltage, and \(\tau_0\) is the life at that voltage. At \(t=\tau\) the failed fraction is \(1-e^{-1}\), or 63.2 %. The slope \(\beta>0\) describes the scatter of lifetimes: the larger \(\beta\), the narrower the distribution of \(\ln t\). The exponent \(n>0\) describes voltage acceleration. Both are taken to be independent of voltage, and all blocks have the same temperature and dielectric.

The rate \(1/\tau(V)\) is proportional to \(V^n\) and vanishes at zero voltage. An unbiased gate therefore does not age in this model.

### 1.3 Area

Assume that breakdown spots form independently and that no region of the dielectric is favoured. A device survives only if each of its patches survives, so the survival probabilities of separate patches multiply.

Divide the test capacitor into \(q\) equal patches, each with survival \(s\). Then \(s^q=S_0\), hence \(s=S_0^{1/q}\). A device made of \(p\) such patches has area \(A=(p/q)A_0\) and survival

\[
S_A=s^p=S_0^{p/q}=S_0^{A/A_0}.
\]

Survival cannot increase when area is added, so this result for rational area ratios extends to all positive ratios. Taking minus the logarithm and using equation (1) gives

\[
H_A(t)=\frac{A}{A_0}\left(\frac{t}{\tau(V)}\right)^\beta. \tag{2}
\]

The characteristic life \(\tau_A\) of the larger device is the time at which \(H_A=1\). Solving for it,

\[
\frac{A}{A_0}\left(\frac{\tau_A}{\tau}\right)^\beta=1
\quad\Longrightarrow\quad
\tau_A=\tau\left(\frac{A_0}{A}\right)^{1/\beta}.
\]

A larger area shortens life because it contains more places at which the first spot can form. The slope stays the same. The argument fails if defects cluster, if some regions are thinner than others, or if a patch is no larger than the breakdown spot itself.

### 1.4 Changing voltage and cumulative damage

Equation (1) says nothing about a device whose voltage changes. A further assumption is needed. Cumulative damage is taken to mean that the past matters only through the failed fraction it has produced. After a change of voltage, the population continues on the new constant-voltage curve from the point with the same failed fraction.

Write \(a=A/A_0\). Let the first voltage \(V_1\) act for a time \(t_1\), and write \(\tau_1=\tau(V_1)\), \(\tau_2=\tau(V_2)\). At the change to \(V_2\), the equivalent age \(\theta\) on the second curve satisfies

\[
a\left(\frac{\theta}{\tau_2}\right)^\beta
=a\left(\frac{t_1}{\tau_1}\right)^\beta .
\]

The factor \(a\) cancels. Since \(x^\beta\) increases with \(x\) for positive \(x\), equal powers mean equal arguments:

\[
\frac{\theta}{\tau_2}=\frac{t_1}{\tau_1}.
\]

After a further time \(t_2\) at \(V_2\), the age on the second curve is \(\theta+t_2\), so that

\[
H=a\left(\frac{\theta+t_2}{\tau_2}\right)^\beta
=a\left(\frac{t_1}{\tau_1}+\frac{t_2}{\tau_2}\right)^\beta.
\]

The bracket now plays the part that \(t_1/\tau_1\) played before. Repeating the argument at each later change adds one term \(t_k/\tau_k\) per segment. A smoothly varying voltage is the limit of many short segments, and the sum becomes an integral:

\[
u(t)=\int_0^t\frac{dt'}{\tau(V(t'))},
\qquad H(t)=a\,u(t)^\beta. \tag{3}
\]

The dimensionless quantity \(u\) is the damage dose. It is the age counted in units of the capacitor life at the voltage of the moment.

The common slope is essential in this step. If the two voltages had slopes \(\beta_1\) and \(\beta_2\), equal failed fractions would give \(\theta/\tau_2=(t_1/\tau_1)^{\beta_1/\beta_2}\), and doses would no longer add. The order of the segments would then matter. For example, take \(t_1=\tau_1\) and \(t_2=\tau_2\). With voltage 2 last, the equivalent age is \(\theta=\tau_2\) and the hazard is \(a\,2^{\beta_2}\). In the reverse order it is \(a\,2^{\beta_1}\).

Equation (3) also has a reading for single devices. Each device carries a random threshold \(U\), fixed at the start, with \(P(U>u)=\exp(-a u^\beta)\). It breaks down when its dose reaches \(U\). The voltage history changes how fast the dose grows, and leaves the distribution of thresholds alone.

The dose rule was tested against its definition. The voltages were 1.00, 0.97 and 0.93 times a reference, applied for 20, 50 and 30 % of each period, with \(n=40\), \(a=3\) and 60 periods. At each change the equivalent age was found by a numerical root search. For slopes 0.8, 1.2 and 2.0, the resulting hazard agreed with equation (3) to within one part in \(10^8\).

### 1.5 Duty cycle

Let a block have voltage \(V\) for a fraction \(d\) of each period \(T\), in one continuous interval, and zero voltage otherwise. All its gates are assumed to have this same duty cycle. Equation (3) then requires the on-time accumulated by time \(t\), which we write as

\[
t_{\rm on}(t)=d\,t+\varepsilon(t).
\]

While the voltage is on, \(\varepsilon\) rises at rate \(1-d\). This lasts for \(dT\), so the total rise is \(d(1-d)T\). While it is off, \(\varepsilon\) falls at rate \(d\) for a time \((1-d)T\), which is a fall of the same size. The whole range of \(\varepsilon\) is therefore \(d(1-d)T\). Since \(\varepsilon(0)=0\) lies within that range,

\[
|\varepsilon(t)|\le d(1-d)T. \tag{4}
\]

After any whole number of periods \(\varepsilon=0\), and the dose is \(u=d\,t/\tau(V)\). At other times,

\[
u=\frac{d\,t}{\tau(V)}\left[1+\frac{\varepsilon}{d\,t}\right],
\qquad
\left|\frac{\varepsilon}{d\,t}\right|\le(1-d)\frac{T}{t}.
\]

Raising \(u\) to the power \(\beta\) multiplies a small relative change by \(\beta\). To leading order in \(T/t\), the hazard therefore differs from its smooth form by a relative amount of at most \(\beta(1-d)T/t\). Unless \(d\) is close to one, the smooth form is poor during the first few periods. It is good once the chip has lived through many.

If one block uses several levels \(V_k\) for fractions \(d_k\) of the time, the same argument gives, after whole periods,

\[
u=t\sum_k\frac{d_k}{\tau(V_k)}
=\frac{t}{\tau_0}\sum_k d_k\left(\frac{V_k}{V_0}\right)^n. \tag{5}
\]

Levels in the same gate are summed before the power \(\beta\) is taken, because the same dielectric carries all the damage. Different blocks are treated differently, as follows.

### 1.6 Combining the blocks

Block \(i\) has area \(A_i\), on-voltage \(V_i\), duty cycle \(d_i\) and capacitor life \(\tau_i=\tau(V_i)\). From equations (2) and (3), its smooth cumulative hazard is

\[
H_i=c_i t^\beta,
\qquad
c_i=\frac{A_i}{A_0}\left(\frac{d_i}{\tau_i}\right)^\beta. \tag{6}
\]

The voltage waveforms are taken as known. The blocks may switch together, but their thresholds belong to separate regions of dielectric and remain independent. Their survival probabilities therefore multiply:

\[
S=\prod_i e^{-H_i}
=\exp\left[-t^\beta\sum_i c_i\right].
\]

Define \(\eta\) by \(\eta^{-\beta}=\sum_i c_i\), and insert \(\tau_i\) from equation (1). The chip distribution is

\[
\boxed{
\begin{aligned}
F(t)&=1-\exp\left[-\left(\frac{t}{\eta}\right)^\beta\right],\\
\eta^{-\beta}&=\sum_i\frac{A_i}{A_0}
\left[\frac{d_i}{\tau_0}\left(\frac{V_i}{V_0}\right)^n\right]^\beta .
\end{aligned}} \tag{7}
\]

For a block with several levels, \(d_i(V_i/V_0)^n\) is replaced by the sum in equation (5).

Two limits show how the pieces fit. One block with \(A=A_0\), \(V=V_0\) and \(d=1\) gives \(\eta=\tau_0\), as it must. With \(N\) identical blocks the sum is \(N\) times larger, so \(\eta\) shrinks by \(N^{-1/\beta}\), in agreement with the area rule.

The time at which a fraction \(p\) has failed follows from \(1-p=\exp[-(t_p/\eta)^\beta]\). Taking minus the logarithm and then the power \(1/\beta\),

\[
t_p=\eta\left[-\ln(1-p)\right]^{1/\beta}. \tag{8}
\]

### 1.7 Which block fails first

The probability that block \(i\) causes the first failure between \(t\) and \(t+dt\) is its own failure density, \(h_iS_i\), times the survival of all other blocks:

\[
h_iS_i\prod_{j\ne i}S_j\,dt=h_iS\,dt.
\]

Dividing by the total probability \(\sum_jh_jS\,dt\) gives the share of block \(i\). In the smooth description \(h_i=\beta c_it^{\beta-1}\), and the common factor \(\beta t^{\beta-1}\) cancels:

\[
w_i=\frac{h_i}{\sum_jh_j}=\frac{c_i}{\sum_jc_j}=c_i\eta^\beta. \tag{9}
\]

The shares do not depend on age. This refers to times averaged over the switching period, since a block cannot fail in this model while it is off, and it requires the chance of failure within one period to be small.

Equations (7) and (9) were tested together by drawing random thresholds for 100 000 chips. The three blocks contained 6, 12 and 3 patches of area \(A_0\), with voltages 1.00, 0.98 and 1.03 times \(V_0\) and duty cycles 0.50, 0.80 and 0.15. The exponent was 40 and the slope 1.2, and the switching period was \(10^{-4}\tau_0\). The largest gap between the sampled distribution and equation (7) was 0.0028, within the allowance of 0.007 for sampling noise. The sampled shares were 0.357, 0.470 and 0.173, against 0.355, 0.473 and 0.173 from equation (9). When the chips were divided at their median life, the shares in the early and late halves differed by less than 0.015, the allowance set for this comparison.

## 2. Design use, worked example and limits

### 2.1 Symbols and results carried over

The test capacitor has area \(A_0\), voltage \(V_0\) and 63.2 % life \(\tau_0\). Block \(i\) has gate area \(A_i\), voltage \(V_i\), duty cycle \(d_i\) and capacitor life \(\tau_i=\tau_0(V_0/V_i)^n\). The slope \(\beta\) and exponent \(n\) are common to all blocks. The chip's cumulative hazard is

\[
H(t)=\sum_i c_it^\beta=\left(\frac{t}{\eta}\right)^\beta,
\qquad
c_i=\frac{A_i}{A_0}\left(\frac{d_i}{\tau_i}\right)^\beta,
\]

the failed fraction is \(F=1-e^{-H}\), and block \(i\) causes a share \(w_i=c_i/\sum_jc_j\) of first failures. These results assume independent spots, damage that adds up without recovery, and many switching periods.

### 2.2 Sensitivity to design changes

From \(\eta^{-\beta}=\sum_ic_i\) we have \(\ln\eta=-(1/\beta)\ln\sum_ic_i\). If a parameter \(x\) of block \(i\) is changed and everything else is held fixed,

\[
\frac{\partial\ln\eta}{\partial\ln x}
=-\frac1\beta\,\frac{1}{\sum_jc_j}\frac{\partial c_i}{\partial\ln x}
=-\frac{w_i}{\beta}\frac{\partial\ln c_i}{\partial\ln x}.
\]

Since \(c_i\propto A_i\,d_i^{\beta}\,V_i^{n\beta}\), the last derivative is 1 for area, \(\beta\) for duty cycle and \(n\beta\) for voltage. Hence

\[
\frac{\partial\ln\eta}{\partial\ln A_i}=-\frac{w_i}{\beta},\qquad
\frac{\partial\ln\eta}{\partial\ln d_i}=-w_i,\qquad
\frac{\partial\ln\eta}{\partial\ln V_i}=-nw_i. \tag{10}
\]

By equation (8), each percentile \(t_p\) at fixed \(p\) has the same sensitivities. They were tested for the chip of Section 2.4 by solving the product of block survivals numerically for the time of 30 % failure and varying each input. All nine derivatives agreed with equation (10) to within 0.001.

### 2.3 Why duty enters as a power

The hazard of a block contains \(d^\beta\), whereas its area enters linearly. Area adds independent places to fail. Duty slows the ageing of each place.

A different assumption would make the hazard linear in duty. Suppose a device ages with calendar time whether it is on or off, but can fail only while on. Its average hazard rate would be \(d\) times the constant-voltage rate at the same calendar age:

\[
h_{\rm lin}=d\,a\,\frac{\beta t^{\beta-1}}{\tau^\beta}
\quad\Longrightarrow\quad
H_{\rm lin}=a\,d\left(\frac t\tau\right)^\beta,
\qquad
\frac{H_{\rm lin}}{H}=d^{\,1-\beta}.
\]

For \(d<1\) this overstates the cumulative-damage hazard when \(\beta>1\), understates it when \(\beta<1\), and agrees when \(\beta=1\). In the random-threshold calculation of Section 1.7, the linear form missed the sampled distribution by up to 0.054, far beyond sampling noise.

The same power matters when the gates within a block have different duty cycles. If area fractions \(f_k\) have duties \(d_k\), their hazards add and the factor \(d^\beta\) becomes \(\sum_kf_kd_k^\beta\). For \(\beta>1\) the function \(x^\beta\) is convex, so this sum is at least as large as the \(\beta\)th power of the mean duty. For \(\beta<1\) the function is concave and the inequality is reversed.

A memory with fixed contents gives a simple case. Half the gate area may be on all the time and the other half off all the time. Compared with every gate being on half the time, the hazard changes by

\[
\frac{\tfrac12\,1^\beta+\tfrac12\,0^\beta}{(1/2)^\beta}=2^{\beta-1}. \tag{11}
\]

Gates with clearly different duty cycles should therefore be entered as separate blocks.

We now have the chip's lifetime distribution as a sum over its blocks, together with each block's share of first failures and the sensitivity to area, duty and voltage. What remains is to apply these results to a worked example, examine the uncertainties and the limits of the model, and set out how to compute the result.
